# Scissors Shift and Optical Matrix Elements: a numerical check

```python
"""Scissors operator and optical matrix elements.

Result under test: for H_s = H + D*P_c (P_c = projector on empty states),
valence-conduction velocity elements are those of H times (E + D)/E, and
eps2_s(w) = eps2(w - D).  Bare momentum elements with shifted energies give
((w - D)/w)^2 * eps2(w - D) instead.
Symbols: E = unshifted transition energy, D = scissors shift, w = photon
energy, x = interband position element, p = momentum.
Rydberg units: hbar = 1, m = 1/2, e^2 = 2, H = p^2 + V, bare velocity 2p.
Crystal: independent chains, V(x) = 2 U cos(2 pi x/a), one filled band.
"""
import numpy as np
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
a, U, shift = 6.0, 0.1, 0.06
volume = a**3
sigma = 0.005                      # Gaussian broadening, Ry
b = 2 * np.pi / a
G = b * np.arange(-7, 8)
nG = len(G)
identity = np.eye(nG)
potential = U * (np.eye(nG, k=1) + np.eye(nG, k=-1))
step = 1e-4                        # k step of numerical derivatives


def hamiltonian(k):
    return (k[:, None] + G)[:, :, None]**2 * identity + potential


def valence_projector(k):
    u = np.linalg.eigh(hamiltonian(k))[1][:, :, 0]
    return u[:, :, None] * u[:, None, :]


def constant_shift(k):
    return shift + 0 * k


def varying_shift(k):
    return shift * (1 + 0.5 * np.cos(k * a))


def scissored(k, law=constant_shift):
    return hamiltonian(k) + law(k)[:, None, None] * (
        identity - valence_projector(k))


def scissored_velocity(k, law=constant_shift):
    return (scissored(k + step, law) - scissored(k - step, law)) / (2 * step)


def in_basis(operator, vectors):
    return np.swapaxes(vectors, 1, 2) @ operator @ vectors


# ---- velocity elements in the crystal --------------------------------
nk = 1600
k = b * (-0.5 + (np.arange(nk) + 0.5) / nk)
energy, vec = np.linalg.eigh(hamiltonian(k))
E = energy[:, 1:] - energy[:, :1]
bare = in_basis(2 * (k[:, None] + G)[:, :, None] * identity, vec)
bare_cv = bare[:, 1:, 0]
full = in_basis(scissored_velocity(k), vec)
err_cv = np.max(np.abs(full[:, 1:, 0] - (E + shift) / E * bare_cv))
err_cc = np.max(np.abs(full[:, 1:, 1:] - bare[:, 1:, 1:]))
err_vv = np.max(np.abs(full[:, 0, 0] - bare[:, 0, 0]))
assert err_cv < 1e-5 and err_cc < 1e-5 and err_vv < 1e-5
assert np.max(np.abs(full[:, 1:, 0] - bare_cv)) > 0.1

# A k-dependent shift keeps the local factor
full_var = in_basis(scissored_velocity(k, varying_shift), vec)
factor_var = (E + varying_shift(k)[:, None]) / E
err_var = np.max(np.abs(full_var[:, 1:, 0] - factor_var * bare_cv))
assert err_var < 1e-5

# ---- spectra ---------------------------------------------------------


def epsilon2(omega, transition, velocity_squared):
    """Two spins, average over k, Gaussian in place of the delta function."""
    weight = (velocity_squared / transition**2).ravel() / nk
    t = transition.ravel()
    norm = 16 * np.pi**2 / volume / (sigma * np.sqrt(2 * np.pi))
    return norm * np.array([
        np.dot(weight, np.exp(-0.5 * ((w - t) / sigma)**2)) for w in omega])


energy_s, vec_s = np.linalg.eigh(scissored(k))
E_s = energy_s[:, 1:] - energy_s[:, :1]
v_s = in_basis(scissored_velocity(k), vec_s)[:, 1:, 0]
omega = np.arange(0.10, 0.70, 0.0005)
eps_old = epsilon2(omega, E, bare_cv**2)
eps_new = epsilon2(omega, E_s, v_s**2)
eps_moved = epsilon2(omega - shift, E, bare_cv**2)
eps_bare = epsilon2(omega, E + shift, bare_cv**2)
err_spec = np.max(np.abs(eps_new - eps_moved)) / eps_new.max()
assert err_spec < 1e-5
i_old, i_new, i_bare = (np.argmax(s) for s in (eps_old, eps_new, eps_bare))
i_far = i_new + 200                # 0.1 Ry above the shifted peak
for i in (i_new, i_far):
    predicted = ((omega[i] - shift) / omega[i])**2
    # the formula is for sharp lines; broadening adds order sigma^2
    assert abs(eps_bare[i] / eps_new[i] / predicted - 1) < 0.01

# A k-dependent shift does not move the spectrum rigidly
eps_var = epsilon2(omega, E + varying_shift(k)[:, None],
                   full_var[:, 1:, 0]**2)
height_var = eps_var.max() / eps_old.max()
assert abs(height_var - 1) > 0.01

# ---- sum rules and static response -----------------------------------
x2 = bare_cv**2 / E**2
mean_x2 = x2.sum(axis=1).mean()
sum_old = (E * x2).sum(axis=1).mean()
sum_new = (v_s**2 / E_s).sum(axis=1).mean()
sum_bare = (bare_cv**2 / (E + shift)).sum(axis=1).mean()
assert abs(sum_old - 1) < 1e-5
assert abs(sum_new - (1 + shift * mean_x2)) < 1e-4
wide = np.arange(0.05, 4.0, 0.0025)
integral = np.sum(wide * epsilon2(wide, E, bare_cv**2)) * 0.0025
plasma = 8 * np.pi**2 * 2 / volume   # (pi/2) * plasma frequency squared
assert abs(integral / plasma - 1) < 2e-3   # small tail above 4 Ry is cut

pref = 32 * np.pi / volume
static_old = 1 + pref * (x2 / E).sum(axis=1).mean()
static_new = 1 + pref * (x2 / (E + shift)).sum(axis=1).mean()
static_bare = 1 + pref * (bare_cv**2 / (E + shift)**3).sum(axis=1).mean()
# Linear solve: field couples through the k derivative of the projector
u_v = vec[:, :, 0]
P = valence_projector(k)
dP = (valence_projector(k + step) - valence_projector(k - step)) / (2 * step)
source = (dP @ u_v[:, :, None])
resolvent = scissored(k) - energy[:, :1, None] * identity + P
response = np.linalg.solve(resolvent, source)
static_solve = 1 + pref * np.sum(source * response) / nk
assert abs(static_solve / static_new - 1) < 1e-4
static_kk = 1 + 2 / np.pi * 0.0025 * np.sum(
    epsilon2(wide, E_s, v_s**2) / wide)
assert abs(static_kk / static_new - 1) < 5e-3   # broadening and cut tail

# ---- current after a sudden uniform vector potential ------------------


def kicked_current(kick, times):
    e, w = np.linalg.eigh(scissored(k + kick))
    velocity = scissored_velocity(k + kick)
    start = np.einsum("kgn,kg->kn", w, u_v)
    result = []
    for t in times:
        psi = np.einsum("kgn,kn->kg", w, start * np.exp(-1j * e * t))
        moved = np.einsum("kgh,kh->kg", velocity, psi)
        result.append(np.sum(psi.conj() * moved).real / nk)
    return np.array(result)


times = np.array([0.0, 3.0, 10.0, 25.0])
kick = 2e-4
current = (kicked_current(kick, times)
           - kicked_current(-kick, times)) / (2 * kick)
formula = np.array([2 * np.sum(x2 * (E + shift) * np.cos((E + shift) * t))
                    / nk for t in times])
bare_formula = np.array([2 * np.sum(bare_cv**2 / (E + shift)
                         * np.cos((E + shift) * t)) / nk for t in times])
assert np.max(np.abs(current - formula)) < 1e-3
assert np.max(np.abs(current - bare_formula)) > 0.1

# ---- finite well with a true position operator ------------------------
size, length, well_shift, filled = 70, 1.3, 0.4, 2
lower = np.diag(np.sqrt(np.arange(1, size + 8)), 1)
X = length * (lower + lower.T) / np.sqrt(2)
D = (lower.T - lower) / (np.sqrt(2) * length)      # p = i D
H = -D @ D + 0.02 * np.linalg.matrix_power(X, 4) + 0.1 * X
H, X, D = (m[:size, :size] for m in (H, X, D))
e_w, c_w = np.linalg.eigh(H)
occ, emp = c_w[:, :filled], c_w[:, filled:]
E_w = e_w[filled:, None] - e_w[None, :filled]
H_w = H + well_shift * emp @ emp.T
p_w = emp.T @ (2 * D) @ occ
commutator = emp.T @ (H_w @ X - X @ H_w) @ occ
err_well = np.max(np.abs(
    commutator - (E_w + well_shift) / E_w * p_w)[:6])
assert err_well < 1e-6


def dipole(field):
    states = np.linalg.eigh(H_w + field * X)[1][:, :filled]
    return np.sum(states * (X @ states))


field = 1e-3
alpha_field = -(dipole(field) - dipole(-field)) / (2 * field)
alpha_right = np.sum(2 * p_w**2 / E_w**2 / (E_w + well_shift))
alpha_bare = np.sum(2 * p_w**2 / (E_w + well_shift)**3)
assert abs(alpha_field / alpha_right - 1) < 1e-4
assert abs(alpha_field / alpha_bare - 1) > 0.1

# ---- worked numbers ---------------------------------------------------
edge = np.array([b / 2])
e_edge, c_edge = np.linalg.eigh(hamiltonian(edge))
gap = e_edge[0, 1] - e_edge[0, 0]
v_edge = abs(np.sum(c_edge[0, :, 1] * 2 * (edge[0] + G) * c_edge[0, :, 0]))
vs_edge = abs(in_basis(scissored_velocity(edge), c_edge)[0, 1, 0])
print(f"lattice constant a = {a:.1f} bohr, cell volume = {volume:.0f} bohr^3")
print(f"potential coefficient U = {U:.2f} Ry")
print(f"plane waves = {nG}, k points = {nk}")
print(f"Gaussian broadening sigma = {sigma:.3f} Ry")
print(f"scissors shift = {shift:.3f} Ry = {shift * RY_EV:.3f} eV")
print(f"gap before shift = {gap:.5f} Ry = {gap * RY_EV:.3f} eV")
print(f"gap after shift = {gap+shift:.5f} Ry = {(gap+shift)*RY_EV:.3f} eV")
print(f"edge bare velocity |2p| = {v_edge:.5f} Ry bohr")
print(f"edge position element |x| = {v_edge / gap:.4f} bohr")
print(f"edge factor (E+D)/E = {(gap + shift) / gap:.5f}")
print(f"edge velocity from dH_s/dk = {vs_edge:.5f} Ry bohr")
print(f"largest error, valence-conduction velocity = {err_cv:.1e} Ry bohr")
print(f"largest change, conduction-conduction = {err_cc:.1e} Ry bohr")
print(f"largest error with k-dependent shift = {err_var:.1e} Ry bohr")
for name, i, s in (("original", i_old, eps_old),
                   ("scissors, full velocity", i_new, eps_new),
                   ("scissors, bare momentum", i_bare, eps_bare)):
    print(f"eps2 peak, {name}: {s[i]:.3f} at {omega[i]:.4f} Ry")
print(f"largest rigid-shift error / peak height = {err_spec:.1e}")
for i in (i_new, i_far):
    print(f"at {omega[i]:.4f} Ry: eps2 full = {eps_new[i]:.4f}, "
          f"bare = {eps_bare[i]:.4f}")
    print(f"  ratio bare/full = {eps_bare[i] / eps_new[i]:.4f}, "
          f"((w-D)/w)^2 = {((omega[i] - shift) / omega[i])**2:.4f}")
print(f"k-dependent shift: peak height / original = {height_var:.4f}")
print(f"eps1(0) original = {static_old:.4f}")
print(f"eps1(0) scissors, full velocity = {static_new:.4f}")
print(f"eps1(0) scissors, linear solve = {static_solve:.4f}")
print(f"eps1(0) scissors, frequency integral = {static_kk:.4f}")
print(f"eps1(0) scissors, bare momentum = {static_bare:.4f}")
print(f"sum of |x|^2 per electron = {mean_x2:.4f} bohr^2")
print(f"oscillator sum, original = {sum_old:.5f}")
print(f"oscillator sum, scissors full velocity = {sum_new:.5f}")
print(f"oscillator sum, scissors bare momentum = {sum_bare:.5f}")
print(f"integral of w*eps2 = {integral:.5f} Ry^2, plasma = {plasma:.5f} Ry^2")
for t, j, f, n in zip(times, current, formula, bare_formula):
    print(f"kick, t = {t:4.1f} /Ry: J/kick evolved = {j:.4f}, "
          f"full = {f:.4f}, bare = {n:.4f} Ry bohr^2")
print(f"well: shift = {well_shift:.2f} Ry, gap = {E_w.min():.4f} Ry")
print(f"well: largest commutator error = {err_well:.1e} Ry bohr")
print(f"well: -d<x>/dF, finite field = {alpha_field:.5f} bohr^2/Ry")
print(f"well: -d<x>/dF, full velocity = {alpha_right:.5f} bohr^2/Ry")
print(f"well: -d<x>/dF, bare momentum = {alpha_bare:.5f} bohr^2/Ry")
print("finished without a failed check")
```

Printed output:

```
lattice constant a = 6.0 bohr, cell volume = 216 bohr^3
potential coefficient U = 0.10 Ry
plane waves = 15, k points = 1600
Gaussian broadening sigma = 0.005 Ry
scissors shift = 0.060 Ry = 0.816 eV
gap before shift = 0.19959 Ry = 2.715 eV
gap after shift = 0.25959 Ry = 3.532 eV
edge bare velocity |2p| = 1.05153 Ry bohr
edge position element |x| = 5.2686 bohr
edge factor (E+D)/E = 1.30062
edge velocity from dH_s/dk = 1.36765 Ry bohr
largest error, valence-conduction velocity = 1.8e-07 Ry bohr
largest change, conduction-conduction = 9.1e-08 Ry bohr
largest error with k-dependent shift = 5.9e-08 Ry bohr
eps2 peak, original: 79.313 at 0.2030 Ry
eps2 peak, scissors, full velocity: 79.313 at 0.2630 Ry
eps2 peak, scissors, bare momentum: 47.252 at 0.2630 Ry
largest rigid-shift error / peak height = 2.2e-07
at 0.2630 Ry: eps2 full = 79.3130, bare = 47.2520
  ratio bare/full = 0.5958, ((w-D)/w)^2 = 0.5958
at 0.3630 Ry: eps2 full = 4.6322, bare = 3.2259
  ratio bare/full = 0.6964, ((w-D)/w)^2 = 0.6967
k-dependent shift: peak height / original = 0.9785
eps1(0) original = 8.8232
eps1(0) scissors, full velocity = 7.1885
eps1(0) scissors, linear solve = 7.1885
eps1(0) scissors, frequency integral = 7.1904
eps1(0) scissors, bare momentum = 4.8871
sum of |x|^2 per electron = 3.9513 bohr^2
oscillator sum, original = 1.00000
oscillator sum, scissors full velocity = 1.23708
oscillator sum, scissors bare momentum = 0.81079
integral of w*eps2 = 0.73108 Ry^2, plasma = 0.73108 Ry^2
kick, t =  0.0 /Ry: J/kick evolved = 2.4742, full = 2.4742, bare = 1.6216 Ry bohr^2
kick, t =  3.0 /Ry: J/kick evolved = 1.2711, full = 1.2711, bare = 0.7765 Ry bohr^2
kick, t = 10.0 /Ry: J/kick evolved = -1.8402, full = -1.8402, bare = -1.1448 Ry bohr^2
kick, t = 25.0 /Ry: J/kick evolved = 0.9690, full = 0.9690, bare = 0.5645 Ry bohr^2
well: shift = 0.40 Ry, gap = 0.9919 Ry
well: largest commutator error = 7.8e-16 Ry bohr
well: -d<x>/dF, finite field = 2.85199 bohr^2/Ry
well: -d<x>/dF, full velocity = 2.85199 bohr^2/Ry
well: -d<x>/dF, bare momentum = 1.45049 bohr^2/Ry
finished without a failed check
```
